Anisotropic dislocation fields at a bonded interface by the Stroh method

A simulation of dislocations in a thin film must decide whether the stress of a line near the substrate may be taken from the infinite film crystal, or whether the elastic contrast at the interface has to be included. The infinite-crystal field exerts no net force on its own line; the contrast sets the sign and size of the force pulling the line towards the interface or pushing it away. The corrected field costs one 6×6 eigenproblem per crystal and a few 3×3 linear solves. It is usable once three properties have been verified: continuous displacement, continuous traction and the right Burgers vector.

**One component by hand**

Let the film fill x2 > 0 and the substrate x2 < 0, perfectly bonded. Nothing depends on x3, and the dislocation runs along x3 through (0, d). The Burgers vector is the displacement gained on a counterclockwise circuit around the line.

Take first a screw dislocation along a cube axis of two aligned cubic crystals. Only u3 = u is nonzero, and the shear moduli μ1 (film) and μ2 (substrate) are the constants C44. Equilibrium is Laplace's equation, solved by the imaginary part of any analytic function of z = x1 + i x2. Try

film: u = (b/2π) Im ln(z − id) + (c/2π) Im ln(z + id)
substrate: u = (g/2π) Im ln(z − id).

The c term is singular at (0, −d), outside the film; the g term is singular at (0, d), outside the substrate. The b term alone supplies the Burgers vector.

On x2 = 0, ln(x1 + id) is the complex conjugate of ln(x1 − id), so its imaginary part has the opposite sign. Continuity of u requires

b − c = g.

For the traction σ32 = μ ∂u/∂x2, note that ∂/∂x2 of Im ln(z ∓ id) is Re[1/(z ∓ id)]. On the interface both signs give x1/(x1² + d²), so

μ1(b + c) = μ2 g.

Eliminating g,

c = b(μ2 − μ1)/(μ1 + μ2), g = 2μ1 b/(μ1 + μ2).

The force on the line comes from the c term, since the line's own term exerts no net force on it. To fix signs, put the cut at x2 = d, x1 < 0; its upper side is displaced by b relative to its lower side. Lengthening the cut by δx1 lets a stress σ do work σ_i2 b_i δx1. Moving the line up by δx2 adds a vertical piece of cut whose left side is displaced by b, and the work is −σ_i1 b_i δx2. Hence, per unit length,

F1 = b_i σ_i2, F2 = −b_i σ_i1.

At the line the image stress is σ31 = μ1(c/2π) Im[1/(2id)] = −μ1c/(4πd), which gives

F2 = μ1 b²(μ2 − μ1)/[4πd(μ1 + μ2)].

A softer substrate attracts. With μ1 = 160 GPa, μ2 = 150 GPa, b = 0.297 nm and d = 5 nm, the factor μ1b² is 14.1 GPa nm² = 14.1×10⁻⁹ N, since 1 GPa nm² = 10⁻⁹ N. Multiplying by −10/310 and dividing by 4πd = 62.8 nm gives F2 = −0.00725 N/m.

**Three coupled components**

In a general orientation all displacement components mix. Try u = a f(z) with z = x1 + p x2, and define the matrices

Q_ik = C_i1k1, R_ik = C_i1k2, T_ik = C_i2k2.

Since u,1 = a f′ and u,2 = p a f′, Hooke's law gives

σ_i1 = [(Q + pR)a]_i f′, σ_i2 = [(Rᵀ + pT)a]_i f′.

Equilibrium, σ_i1,1 + σ_i2,2 = 0, becomes

[Q + p(R + Rᵀ) + p²T]a = 0.

A real p is impossible: contracting with a would give C_ijkl a_i n_j a_k n_l = 0 for n = (1, p, 0), against positive strain energy. The six roots are therefore three conjugate pairs; keep those with Im p > 0. Define c = (Rᵀ + pT)a. The eigenvalue equation says (Q + pR)a = −pc, so φ = c f is a stress function:

σ_i2 = φ_i,1, σ_i1 = −φ_i,2.

Solving the two relations for pa and pc gives a standard eigenproblem Nξ = pξ, with ξ = (a, c) and

N = [ −T⁻¹Rᵀ, T⁻¹ ; RT⁻¹Rᵀ − Q, −RT⁻¹ ].

Let J exchange the two halves of ξ. Then JN is symmetric, and (p_k − p_m) ξ_mᵀJξ_k = 0. For distinct eigenvalues, which are assumed here, different eigenvectors are orthogonal in this product. Normalize by 2a_k·c_k = 1. Let A and B hold the columns a_k and c_k of the three kept roots, and let * mean complex conjugation without transposition. Orthogonality reads

AᵀB + BᵀA = I, A†B + B†A = 0.

The full 6×6 matrix U = [A, A* ; B, B*] obeys UᵀJU = I. A left inverse of a square matrix is also a right inverse, so UUᵀ = J, or

ABᵀ + (ABᵀ)* = I, BBᵀ + (BBᵀ)* = 0.

These are the completeness relations. An isotropic crystal has repeated roots and too few eigenvectors, and needs a generalized eigenvector or a limiting procedure.

In the infinite film crystal take

u = (1/π) Im A⟨ln(z_k − p_k d)⟩β, β = Bᵀb,

where ⟨ ⟩ is a diagonal matrix. A counterclockwise circuit adds 2πi to each logarithm. The gain in u is 2 Re(ABᵀ)b = b, and the gain in φ is 2 Re(BBᵀ)b = 0. The first is the Burgers jump; the second means that no line force acts at the core.

**Matching at the interface**

Each of the three film terms can excite three waves on either side, so the single image becomes an array:

film: u = (1/π) Im { A1⟨ln(z_k − p_k d)⟩β + Σ_j A1⟨ln(z_k − p_j* d)⟩q_j }
substrate: u = (1/π) Im Σ_j A2⟨ln(z′_k − p_j d)⟩r_j.

Here p_j belongs to the film and z′_k uses the substrate eigenvalues. For φ replace A by B. In the film the image arguments have positive imaginary part; in the substrate all arguments have negative imaginary part. The added terms are thus regular in their own half-spaces, and principal logarithms agree on x2 = 0. The cut of the first term is x2 = d, x1 < 0 for all k, and never meets the interface.

On x2 = 0 every logarithm is ln(x1 − p_j d) or its conjugate. Because Im(w ln*) = −Im(w* ln), both continuity conditions hold if the coefficients match for each j:

a_jβ_j − (A1q_j)* = A2r_j
c_jβ_j − (B1q_j)* = B2r_j.

Continuous φ gives continuous traction φ,1. Define the impedance M = −iBA⁻¹, so B = iMA, and write X_j = (A1q_j)*, Y_j = A2r_j. The conditions become

Y_j = a_jβ_j − X_j
M1a_jβ_j + M1*X_j = M2Y_j,

and hence

(M1* + M2)X_j = (M2 − M1)a_jβ_j.

Then q_j = A1⁻¹X_j* and r_j = A2⁻¹Y_j. With M = μ this is the hand result for c.

The solve cannot fail for stable crystals. First, A†(M − M†)A = −i(A†B + B†A) = 0, so M is Hermitian. Second, consider the field A⟨exp(iκz_k)⟩w with κ > 0, which decays into an upper half-space. Its surface displacement is v exp(iκx1), v = Aw, and the traction applied to that half-space is −φ,1 = κMv exp(iκx1). The work done is proportional to v†Mv and equals a positive strain energy. If v vanished, so would the energy, the field and w; therefore A is invertible and M is positive definite. So is M1* + M2.

**The force in closed form**

The image stress at the line could be summed numerically, but the double sum collapses. Let P = M1 + M1*, a real symmetric matrix. Since M1* = M1ᵀ,

A1ᵀPA1 = −i(A1ᵀB1 + B1ᵀA1) = −iI.

Consequently A1⁻¹ = iA1ᵀP and A1A1ᵀ = −iP⁻¹. With B1 = iM1A1 it follows that

A1B1ᵀ = P⁻¹M1*, B1B1ᵀ = iM1P⁻¹M1* = iG0, G0 = (M1⁻¹ + M1*⁻¹)⁻¹.

By completeness G0 is real. The infinite-crystal traction on the plane of the cut is therefore G0b/(πx1), and half its work on the jump b between radii r0 and R is E_inf ln(R/r0), with

E_inf = b·G0b/(2π).

For a line lying in the interface, let d → 0. Adding the equations for Y_j gives (M1* + M2)ΣY_j = PΣa_jβ_j = M1*b. The coefficient of the logarithm in φ is iM2ΣY_j = iGb, with

G = (M1*⁻¹ + M2⁻¹)⁻¹, E_int = b·Gb/(2π).

G is Hermitian, so E_int is real.

Now take finite d. In terms of φ the force is F1 = b·φ,1 and F2 = b·φ,2, and b·c_k = β_k. At the line z_k = p_k d, so

F2 = (1/πd) Im Σ_kj β_k q_kj p_k/(p_k − p_j*),

where q_kj is component k of q_j; F1 lacks the factor p_k in the numerator. From the matching equation, X_j = [I − (M1* + M2)⁻¹P]a_jβ_j. Conjugating and applying A1⁻¹ = iA1ᵀP gives

β_k q_kj = i g_kj, g_kj = β_k a_kᵀK a_j* β_j*, K = P − P(M1 + M2*)⁻¹P.

K is Hermitian, hence so is g. The real part of the sum is unchanged if each term kj is averaged with the conjugate of term jk. For F2 the average is

½ g_kj (p_k − p_j*)/(p_k − p_j*) = ½ g_kj,

and for F1 the two contributions cancel. Thus F1 = 0, as translation along the interface demands, and F2 = Σg_kj/(2πd).

The sum needs Σa_kβ_k = P⁻¹M1*b:

Σg_kj = b·[M1P⁻¹M1 − M1(M1 + M2*)⁻¹M1]b.

In the first term put M1 = P − M1* for the last factor, which gives M1 − G0. In the second put M1 = (M1 + M2*) − M2*, which gives M1 − G*. The difference is G* − G0, and b·G*b = b·Gb because b is real and G Hermitian. Therefore

F2 = (E_int − E_inf)/d.

Physically, apart from a constant independent of d, the strain energy is E_inf ln(d/r0), as for a line in film crystal out to distance d, plus E_int ln(R/d), as for a line at the interface beyond d. Minus its derivative with respect to d is F2.

Two limits bracket the behaviour. For a free surface M2 → 0, so G → 0 and F2 = −E_inf/d, an attraction for every b. For a rigid substrate G → M1*. Write M1 = P/2 + iV with V real and antisymmetric. Then G0 = P/4 − VᵀP⁻¹V, so b·G0b ≤ b·Pb/4, while b·M1*b = b·Pb/2. The force is then a repulsion for every b. Between these limits its sign can depend on the Burgers vector, so one scalar modulus ratio is not a general substitute for G.

**The algorithm and its checks**

1. Rotate both stiffness tensors into the interface axes, solve for p, A and B, normalize, and form M.
2. For j = 1, 2, 3 solve for X_j, then obtain q_j and r_j.
3. Evaluate displacement and distortion from the logarithms and their derivatives, and stress by Hooke's law with the stiffness of the side concerned.
4. On the interface compare u and the three tractions σ_i2 from both sides.
5. Integrate du around a circle that encloses the line and crosses the interface. Repeat for a circle that does not enclose it.

The checks are not interchangeable. Continuing the infinite-film displacement into the substrate passes the displacement and Burgers checks, yet its tractions do not balance. A constant offset between the two displacements escapes a traction comparison. The components σ11, σ13 and σ33 need not match, and should not be required to.

**A line in a TiN film**

Consider a (111) film of TiN on a softer rock-salt oxide of the same orientation, with C11, C12, C44 = 600, 150, 160 GPa for the film and 300, 100, 150 GPa for the substrate. The axes are x1 = [1 −1 0], x2 = [1 1 1], x3 = [−1 −1 2]. The Burgers vector is (a/2)[1 1 0] with a = 0.42 nm, so

b = (0, a/√3, −a/√6) = (0, 0.2425, −0.1715) nm, |b| = 0.297 nm.

This mixed dislocation glides on the plane x1 = 0, perpendicular to the interface, so F2 is a pure glide force. The film eigenvalues are ±0.403 + 0.985i and 0.841i; those of the substrate are ±0.176 + 1.259i and 0.634i. They are well separated, and both impedances have positive eigenvalues.

For d = 5 nm, at the interface point x1 = 5 nm, both sides give

u = (0.04463, −0.02226, 0.02743) nm
(σ12, σ22, σ32) = (0.123, 1.547, −0.361) GPa.

The stress σ11 jumps from −0.538 GPa in the film to −0.647 GPa in the substrate, as it may. If the infinite-film displacement is used on both sides instead, the tractions fail to balance by (0.149, 0.395, −0.165) GPa. The normal part of this error is about a quarter of the correct σ22.

Over |x1| ≤ 100 nm the largest mismatches of the bonded solution are 1.2×10⁻¹⁶ nm and 6.2×10⁻¹⁵ GPa, which is rounding error. A circle of radius 10 nm about the line returns b to 1.4×10⁻¹⁵ nm; one of the same radius centred at (20 nm, 0), which excludes the line, returns 10⁻¹⁷ nm. Two further pairs of crystals, rotated arbitrarily so that no symmetry is shared, passed the same tests. These figures establish the solution of the stated elastic problem, not the accuracy of that problem as a model of TiN.

The energy factors are E_inf = 1.626 GPa nm² (10.15 eV/nm) and E_int = 1.236 GPa nm² (7.72 eV/nm). Hence

F2 = (1.236 − 1.626)/5 = −0.078 N/m.

The substrate attracts the line, with about a quarter of the −0.325 N/m that a free surface at the same distance would exert. Summing the image stress at the core gives the same force. So does a separate calculation, using the same image field, from the work of making the cut at two slightly different heights: −0.07781 N/m in both cases.

**What the force means for a real film**

The TiN constants are rough but typical values; the substrate is a model. Dividing F2 by |b| gives a glide stress of 0.26 GPa. A rough hardness of 20 GPa, divided by 3 to estimate a yield stress and by √3 for shear, suggests a resistance of about 4 GPa, some fifteen times larger. On this estimate the image force alone does not move the line at room temperature. The two stresses would be equal at a height d of roughly 0.3 nm, about one Burgers length, where linear elasticity no longer describes the core. Hardness also includes obstacles other than lattice friction, so the resistance on this glide plane could be several times smaller; at 1.3 GPa the line at 5 nm would still be held, but the crossing height would rise to about 1 nm. Thermal activation lowers the resistance when hot, so this verdict does not carry over to growth temperature.

Real films also break the assumption of a lone line in a half-space. For a film 100 nm thick, the upper surface pulls the other way with roughly E_inf/95 nm = 0.017 N/m, a fifth of the image force. A coherent equibiaxial misfit strain of 0.7 % produces σ11 = 3.9 GPa but no glide force here: b1 = 0, σ21 vanishes because the film surface is free, and σ31 vanishes by the threefold symmetry about x2. If the film has relaxed, the situation changes. One misfit dislocation 10 nm to the side and 0.3 nm above the interface, with its Burgers vector along x1, exerts a glide force of size 0.13 N/m, 1.7 times the image force. At this distance its sign is set by the sign of its Burgers vector and the side on which it lies; on either side the force reverses when the sideways distance shrinks to about 5 nm. The rest of a misfit array partly cancels this force: a periodic row of such lines 42 nm apart, the spacing that relieves 0.7 % along x1, gives 0.086 N/m at the same 10 nm offset, still comparable to the image force. In a relaxed film the neighbours must therefore be included before the direction of motion is predicted.

Two smaller effects concern the elastic model. At the interface point below the line the largest principal strain is 0.5 % on the film side and 0.9 % on the softer substrate side, so linear elasticity is a reasonable start there, though not near the core. Softening the film by 5 %, with the substrate held fixed, reduces the force to −0.067 N/m, a change of 14 %. The amplification comes from the subtraction: E_inf falls by the full 5 %, to 1.544 GPa nm², while E_int falls by only 2 %, to 1.211 GPa nm². For this pair, independent errors in the two sets of elastic constants are thus amplified in the force, and the amplification grows as the two crystals become closer in stiffness. A relative error common to both sets merely rescales the force. The remaining values are in the numerical output.

Computed values

```
film C11 C12 C44 (rough TiN), GPa: 600 150 160
substrate C11 C12 C44 (model), GPa: 300 100 150
film lattice constant (rough), nm: 0.42
height d of the line, nm: 5.0
Burgers vector b1 b2 b3, nm: 0.00000 0.24249 -0.17146
Burgers length, nm: 0.2970
film eigenvalues p: -0.4032+0.9849i, 0.0000+0.8411i, 0.4032+0.9849i
substrate eigenvalues p: -0.1761+1.2593i, 0.0000+0.6344i, 0.1761+1.2593i
film impedance eigenvalues, GPa: 177.93 192.15 364.09
substrate impedance eigenvalues, GPa: 113.94 124.71 258.15
sample interface point x1, nm: 5.0
film: u1 u2 u3 there, nm: 0.044630 -0.022258 0.027432
film: s12 s22 s32 there, GPa: 0.12303 1.54689 -0.36073
film: s11 there, GPa: -0.53787
sub: u1 u2 u3 there, nm: 0.044630 -0.022258 0.027432
sub: s12 s22 s32 there, GPa: 0.12303 1.54689 -0.36073
sub: s11 there, GPa: -0.64691
traction jump there if images are left out, GPa: 0.14931 0.39537 -0.16517
largest displacement mismatch, |x1|<=100 nm, nm: 1.2e-16
largest traction mismatch, |x1|<=100 nm, GPa: 6.2e-15
circuit around line, gained u, nm: 0.00000000 0.24248711 -0.17146428
circuit error against b, nm: 1.4e-15
net force on that circuit, N/m: 2.3e-14
circuit without line, gained u, nm: 1.0e-17
E_inf, GPa nm^2: 1.62553  = 10.146 eV/nm
E_int, GPa nm^2: 1.23647  = 7.717 eV/nm
image force F2 from core stress, N/m: -0.077810
image force (E_int-E_inf)/d, N/m: -0.077810
image force from work of the cut, N/m: -0.077813
image force F1, N/m: 8.3e-17
image glide stress |F2|/b, GPa: 0.2620
F2 for a free surface at x2=0, N/m: -0.32510
cube-axis screw test force, N/m: -0.007245
film thickness for estimate, nm: 100
neglected pull of film surface, N/m: 0.01711
coherent misfit strain (rough): 0.007
misfit stress s11, GPa: 3.927
glide force of misfit stress, N/m: 3.1e-17
misfit dislocation: side distance 10 nm, height 0.3 nm
its glide force on the line (size), N/m: 0.12969
hardness (rough), GPa: 20
friction stress hardness/(3 sqrt 3), GPa: 3.85
height where image stress equals friction, nm: 0.340
assumed hot softening of film, percent: 5
F2 with softened film, N/m: -0.066663
largest principal strain at x1=x2=0, percent: 0.502
```
